# How self-absorption widens a Gaussian line from a uniform slab: verification in Python

```python
"""
Result under test: a uniform slab with constant source function S and a
Gaussian absorption profile emits a line whose full width at half maximum
(FWHM), divided by that of the optically thin line, is
    R = sqrt(ln(tau0/tau_h)/ln 2),  tau_h = ln(2/(1+exp(-tau0))).
tau0: optical depth at line centre; tau_h: optical depth at half height.
The transfer equation dI/dz = kappa*(S-I) is marched numerically and the
widths are read from the spectra. Energies are photon energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile

LN2 = np.log(2.0)
hc_eV_nm = const.h * const.c / const.e * 1e9

# Chosen model parameters
centre_nm = 13.5
thin_fwhm = 3.0          # eV
kappa0_per_cm = 1000.0
length_um = 100.0
kT_back = 30.0           # eV
kT_front = 20.0          # eV, used only for the gradient estimate
lorentz_fwhm = 0.3       # eV, used only for the wing estimate
flow_speed = 1.0e5       # m/s, used only for the Doppler estimate
view_angle_deg = 60.0    # used only for the oblique-view estimate

centre = hc_eV_nm / centre_nm
tau0 = kappa0_per_cm * length_um * 1e-4
a_width = thin_fwhm / (2 * np.sqrt(LN2))
energy = centre + np.linspace(-10, 10, 4001)
gauss = np.exp(-((energy - centre) / a_width) ** 2)


def half_depth(depth):
    return np.log(2 / (1 + np.exp(-depth)))


def width_ratio(depth):
    return np.sqrt(np.log(depth / half_depth(depth)) / LN2)


def flat_source(position):
    return 1.0


def march(depth, profile, source, steps=800):
    """Fourth-order Runge-Kutta; position runs from 0 (back) to 1 (front)."""
    intensity = np.zeros_like(energy)
    opacity = depth * profile
    h = 1.0 / steps
    for n in range(steps):
        s0 = source(n * h)
        sm = source((n + 0.5) * h)
        s1 = source((n + 1) * h)
        k1 = opacity * (s0 - intensity)
        k2 = opacity * (sm - intensity - 0.5 * h * k1)
        k3 = opacity * (sm - intensity - 0.5 * h * k2)
        k4 = opacity * (s1 - intensity - h * k3)
        intensity = intensity + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return intensity


def measured_fwhm(spectrum):
    """Distance between the outermost half-maximum crossings."""
    half = spectrum.max() / 2
    above = np.flatnonzero(spectrum >= half)
    i, j = above[0], above[-1]
    assert i > 0 and j < len(energy) - 1
    left = np.interp(half, spectrum[i - 1:i + 1], energy[i - 1:i + 1])
    right = np.interp(half, spectrum[[j + 1, j]], energy[[j + 1, j]])
    return right - left


# Thin reference and thick spectra from the transfer equation
thin_depth = 1e-4
thin_measured = measured_fwhm(march(thin_depth, gauss, flat_source))
assert abs(thin_measured / thin_fwhm - 1) < 1e-4
marched = {}
for depth in (0.1, 1.0, tau0, 100.0):
    spectrum = march(depth, gauss, flat_source)
    closed = 1 - np.exp(-depth * gauss)
    assert np.max(np.abs(spectrum - closed)) < 1e-4
    marched[depth] = measured_fwhm(spectrum) / thin_measured
    assert abs(marched[depth] - width_ratio(depth)) < 2e-4
ratio = width_ratio(tau0)
assert abs(marched[tau0] - 1.96) < 0.005
large_depth_ratio = np.sqrt(np.log(tau0 / LN2) / LN2)
assert abs(large_depth_ratio - marched[tau0]) < 2e-4
thick_fwhm = ratio * thin_fwhm


def width_nm(fwhm):
    return hc_eV_nm / (centre - fwhm / 2) - hc_eV_nm / (centre + fwhm / 2)


# Share of emitted energy inside a full wavelength window of 2 percent
low = hc_eV_nm / (centre_nm * 1.01)
high = hc_eV_nm / (centre_nm * 0.99)


def window_share(depth):
    def emission(e):
        return -np.expm1(-depth * np.exp(-((e - centre) / a_width) ** 2))
    inside = quad(emission, low, high)[0]
    total = quad(emission, centre - 15, centre + 15, points=[centre])[0]
    return inside / total


share_thin = window_share(thin_depth)
share_thick = window_share(tau0)
assert share_thick < share_thin


# Planck source, normalised at line centre and at the back temperature
def planck(kT):
    reference = centre ** 3 / np.expm1(centre / kT_back)
    return energy ** 3 / np.expm1(energy / kT) / reference


planck_back = planck(kT_back)


def planck_source(position):
    return planck_back


def gradient_source(position):
    return planck(kT_back + (kT_front - kT_back) * position)


def marched_ratio(profile, source):
    thick = march(tau0, profile, source)
    thin = march(thin_depth, profile, source)
    return measured_fwhm(thick) / measured_fwhm(thin), thick


ratio_planck, _ = marched_ratio(gauss, planck_source)
assert abs(ratio_planck / ratio - 1) < 0.02
ratio_gradient, reversed_line = marched_ratio(gauss, gradient_source)
dip = reversed_line[len(energy) // 2] / reversed_line.max()
assert dip < 0.98 and ratio_gradient > ratio
source_drop = planck(kT_front)[len(energy) // 2]

# Lorentzian wings, with the same optical depth at line centre
sigma = a_width / np.sqrt(2)
voigt = voigt_profile(energy - centre, sigma, lorentz_fwhm / 2)
voigt = voigt / voigt.max()
ratio_voigt, _ = marched_ratio(voigt, flat_source)
assert ratio_voigt > ratio


# Equally spaced narrow lines under the same mean Gaussian envelope;
# fill is line FWHM divided by line spacing, and the detector blurs the lines.
# Returned: width ratio, blurred emission at the band centre, and blurred
# emission where the smooth band would be at half height (both in units of S)
def comb_result(fill):
    phase = (np.arange(2000) + 0.5) / 2000 - 0.5
    comb = sum(np.exp(-4 * LN2 * ((phase - m) / fill) ** 2)
               for m in range(-10, 11))
    comb = comb / comb.mean()

    def blurred(envelope):
        return np.mean(-np.expm1(-tau0 * envelope * comb))
    peak = blurred(1.0)
    envelope = brentq(lambda v: blurred(v) - peak / 2, 1e-8, 1.0)
    wing = blurred(half_depth(tau0) / tau0)
    return np.sqrt(-np.log(envelope) / LN2), peak, wing


# Independent road: explicit lines on the energy grid, marched, then blurred
def explicit_comb_ratio(fill, points_per_spacing=40):
    spacing = points_per_spacing * (energy[1] - energy[0])
    phase = (energy - centre) / spacing
    phase = phase - np.round(phase)
    lines = sum(np.exp(-4 * LN2 * ((phase - m) / fill) ** 2)
                for m in range(-3, 4))
    lines = lines / (fill * np.sqrt(np.pi / (4 * LN2)))
    resolved = march(tau0, gauss * lines, flat_source)
    box = np.ones(points_per_spacing) / points_per_spacing
    smooth = np.convolve(np.convolve(resolved, box, "same"), box, "same")
    return measured_fwhm(smooth) / thin_measured


assert abs(comb_result(2.0)[0] - marched[tau0]) < 1e-3
combs = {fill: comb_result(fill) for fill in (0.5, 0.2)}
explicit = {fill: explicit_comb_ratio(fill) for fill in combs}
for fill in combs:
    # finite line spacing and blur limit the agreement
    assert abs(combs[fill][0] - explicit[fill]) < 0.01
assert explicit[0.5] < marched[tau0] < explicit[0.2]

tau_oblique = tau0 / np.cos(np.radians(view_angle_deg))
ratio_oblique = width_ratio(tau_oblique)
oblique_marched = measured_fwhm(march(tau_oblique, gauss, flat_source))
assert abs(oblique_marched / thin_measured - ratio_oblique) < 2e-4
doppler_shift = centre * flow_speed / const.c

print(f"Centre wavelength: {centre_nm:.1f} nm")
print(f"Centre photon energy: {centre:.2f} eV")
print(f"Central absorption coefficient: {kappa0_per_cm:.0f} cm^-1")
print(f"Slab thickness: {length_um:.0f} um")
print(f"Central optical depth: {tau0:.1f} (no unit)")
print(f"Gaussian 1/e half-width a: {a_width:.4f} eV")
print(f"Peak intensity / source function: {1-np.exp(-tau0):.6f}")
print(f"Optical depth at half height: {half_depth(tau0):.6f}")
print(f"ln 2: {LN2:.6f}")
print(f"ln(tau0/tau_h): {np.log(tau0/half_depth(tau0)):.5f}")
print(f"Thin half-width / a: {np.sqrt(LN2):.5f}")
print(f"Thick half-width / a: {ratio*np.sqrt(LN2):.5f}")
print(f"Width ratio, formula: {ratio:.4f}")
print(f"Width ratio, marched transfer equation: {marched[tau0]:.4f}")
print(f"Width ratio, large-depth formula: {large_depth_ratio:.4f}")
for depth in (0.1, 1.0, 100.0):
    print(f"Width ratio at central depth {depth:g}: {width_ratio(depth):.4f}")
print(f"Thin FWHM: {thin_fwhm:.2f} eV = {width_nm(thin_fwhm):.3f} nm")
print(f"Thick FWHM: {thick_fwhm:.2f} eV = {width_nm(thick_fwhm):.3f} nm")
print(f"2% window, full width: {0.02*centre_nm:.3f} nm")
print(f"Emission share in window, thin: {100*share_thin:.1f} %")
print(f"Emission share in window, thick: {100*share_thick:.1f} %")
print(f"Back temperature kT: {kT_back:.0f} eV")
print(f"Ratio with Planck source at back kT: {ratio_planck:.4f}")
print(f"Front temperature kT in gradient case: {kT_front:.0f} eV")
print(f"Front/back source function at centre: {source_drop:.3f}")
print(f"Ratio with temperature gradient: {ratio_gradient:.3f}")
print(f"Centre/peak intensity with gradient: {dip:.3f}")
print(f"Lorentzian FWHM in wing case: {lorentz_fwhm:.1f} eV")
print(f"Ratio with Lorentzian wings: {ratio_voigt:.3f}")
for fill, (comb_ratio, peak, wing) in combs.items():
    print(f"Line FWHM / line spacing: {fill:.1f}")
    print(f"  width ratio of blurred band: {comb_ratio:.3f}")
    print(f"  same from explicit marched lines: {explicit[fill]:.3f}")
    print(f"  emission/S at band centre: {peak:.3f}")
    print(f"  emission/S at smooth band's half height: {wing:.3f}")
print(f"Viewing angle from normal: {view_angle_deg:.0f} degrees")
print(f"Optical depth along oblique view: {tau_oblique:.1f}")
print(f"Ratio along oblique view: {ratio_oblique:.3f}")
print(f"Expansion speed: {flow_speed/1000:.0f} km/s")
print(f"Doppler shift from expansion: {doppler_shift:.4f} eV")
print("all good")
```

Printed output:

```
Centre wavelength: 13.5 nm
Centre photon energy: 91.84 eV
Central absorption coefficient: 1000 cm^-1
Slab thickness: 100 um
Central optical depth: 10.0 (no unit)
Gaussian 1/e half-width a: 1.8017 eV
Peak intensity / source function: 0.999955
Optical depth at half height: 0.693102
ln 2: 0.693147
ln(tau0/tau_h): 2.66916
Thin half-width / a: 0.83255
Thick half-width / a: 1.63376
Width ratio, formula: 1.9623
Width ratio, marched transfer equation: 1.9623
Width ratio, large-depth formula: 1.9623
Width ratio at central depth 0.1: 1.0181
Width ratio at central depth 1: 1.1817
Width ratio at central depth 100: 2.6782
Thin FWHM: 3.00 eV = 0.441 nm
Thick FWHM: 5.89 eV = 0.866 nm
2% window, full width: 0.270 nm
Emission share in window, thin: 52.9 %
Emission share in window, thick: 30.8 %
Back temperature kT: 30 eV
Ratio with Planck source at back kT: 1.9612
Front temperature kT in gradient case: 20 eV
Front/back source function at centre: 0.208
Ratio with temperature gradient: 2.110
Centre/peak intensity with gradient: 0.684
Lorentzian FWHM in wing case: 0.3 eV
Ratio with Lorentzian wings: 2.035
Line FWHM / line spacing: 0.5
  width ratio of blurred band: 1.921
  same from explicit marched lines: 1.920
  emission/S at band centre: 0.984
  emission/S at smooth band's half height: 0.459
Line FWHM / line spacing: 0.2
  width ratio of blurred band: 2.097
  same from explicit marched lines: 2.095
  emission/S at band centre: 0.501
  emission/S at smooth band's half height: 0.295
Viewing angle from normal: 60 degrees
Optical depth along oblique view: 20.0
Ratio along oblique view: 2.202
Expansion speed: 100 km/s
Doppler shift from expansion: 0.0306 eV
all good
```
